# Oscillator-strength sums in time-dependent, uncoupled and Tamm-Dancoff Hartree-Fock

## What goes wrong without coupling

Take the four-electron beryllium atom in the Hartree-Fock approximation. Treat each promotion of an electron from an occupied to a virtual orbital as an independent excitation, and add the dipole oscillator strengths. The answer should be 4. With dipole matrix elements one finds 6.90; with momentum matrix elements, 2.66. The basis is not to blame, since the disagreement survives in a complete basis. Time-dependent Hartree-Fock (TDHF) gives 4 in both forms. The Tamm-Dancoff approximation (TDA), which keeps part of the coupling, gives 4.87 and 3.42.

These notes derive the TDHF result and trace the two failures to the terms omitted. The TDA failure needs a qualification: for one electron TDA is correct.

## The exact rule as a model

Hartree atomic units are used. The Hamiltonian is
$$H=\sum_k h(k)+\sum_{k<l}\frac1{r_{kl}},\qquad h=-\tfrac12\nabla^2+v(\mathbf r),$$
with a local potential $v$. Let $Q=\sum_k x_k$ and $D=\sum_k\partial/\partial x_k$. All potentials commute with $Q$, and $[-\tfrac12\partial_x^2,x]=-\partial_x$, so $[H,Q]=-D$. Between real eigenstates,
$$\omega_n\langle n|Q|0\rangle=-\langle n|D|0\rangle .$$
The strength $f_n=2\omega_n\langle n|Q|0\rangle^2$ can therefore also be written $2\langle n|D|0\rangle^2/\omega_n$. These are the length and velocity forms. Using one factor of each kind,
$$\sum_n f_n=-2\langle0|QD|0\rangle=-\int Q\,D(\Psi_0^2)=N,$$
where the last step is an integration by parts with $DQ=N$. This is the Thomas-Reiche-Kuhn rule for one direction. Sums over $n$ include the continuum.

An approximate theory has its own excitation energies and moments, and need not inherit $[H,Q]=-D$. The question is whether it contains a substitute.

## The TDHF equations and their strengths

Let $\phi_i,\phi_j$ be occupied and $\phi_a,\phi_b$ virtual spin orbitals, all real, with bound occupied orbitals. They satisfy
$$F\phi_p=\varepsilon_p\phi_p,\qquad F=h+J-K .$$
The Coulomb operator $J$ multiplies by a function. The exchange operator has the nonlocal kernel
$$K(1,2)=\sum_j\frac{\phi_j(1)\phi_j(2)}{r_{12}} .$$
Write $(pq|rs)=\iint\phi_p(1)\phi_q(1)\,r_{12}^{-1}\,\phi_r(2)\phi_s(2)$, with spin included in the integration.

A determinant near the ground determinant $\Phi_0$ is, up to normalization, $\exp(\sum c_{ia}a_a^\dagger a_i)\Phi_0$. The energy has no term linear in $c$, because $\Phi_0$ is stationary. To second order,
$$E=E_0+c^\dagger Ac+\tfrac12\left(c^TBc+c^{*T}Bc^*\right),$$
where $A$ holds the matrix elements of $H-E_0$ between single excitations and $B$ those between double excitations and $\Phi_0$:
$$A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+(ia|jb)-(ij|ab),$$
$$B_{ia,jb}=(ia|jb)-(ib|ja).$$

Apply a field term $\mathcal E(t)Q$. With $d_{ia}=\langle a|x|i\rangle$ it adds $\mathcal E\,d\cdot(c+c^*)$ to the energy. The time-dependent variational principle gives $i\dot c=\partial E/\partial c^*$, that is,
$$i\dot c=Ac+Bc^*+\mathcal E d .$$
Put $c=u+iv$ and separate imaginary and real parts:
$$\dot u=(A-B)v,\qquad -\dot v=(A+B)u+\mathcal E d. \tag{1}$$

Assume that $A-B$ and $A+B$ are positive definite in the block of excitations that the dipole can reach. Then the symmetric matrix $(A-B)^{1/2}(A+B)(A-B)^{1/2}$ equals $U\Omega^2U^T$ with orthogonal $U$ and a diagonal matrix $\Omega$ of positive frequencies. Define
$$R=(A-B)^{1/2}U\Omega^{-1/2},\qquad L=(A-B)^{-1/2}U\Omega^{1/2}.$$
Multiplying out gives
$$(A-B)L=R\Omega,\qquad (A+B)R=L\Omega, \tag{2}$$
$$R^TL=RL^T=1,\qquad R\Omega R^T=A-B. \tag{3}$$
The columns $R_n$ and $L_n$ are the familiar combinations $X_n+Y_n$ and $X_n-Y_n$.

To identify the strengths, expand $u=\sum_nR_nq_n$, so that $q_n=L_n\cdot u$. Equations (1) and (2) give
$$\ddot q_n=-\omega_n^2q_n-\mathcal E\,\omega_n\,R_n\cdot d .$$
The induced change of $\langle Q\rangle$ is $2d\cdot u$. For a field of frequency $\omega$ the polarizability is therefore
$$\alpha(\omega)=-\frac{2d\cdot u}{\mathcal E}=\sum_n\frac{2\omega_n(R_n\cdot d)^2}{\omega_n^2-\omega^2}.$$
The numerator is the length strength, $f_n^{\rm len}=2\omega_n(R_n\cdot d)^2$.

For the velocity form let $g_{ia}=\langle a|\partial_x|i\rangle$. Since $\partial_x$ is antisymmetric, the change of $\langle D\rangle$ is $g\cdot(c^*-c)=-2i\,g\cdot v$. Momentum thus involves the imaginary part $v$. In a free oscillation $u=R_n\cos\omega_nt$, equations (1) and (2) give $v=-L_n\sin\omega_nt$. The velocity moment is $L_n\cdot g$, and $f_n^{\rm vel}=2(L_n\cdot g)^2/\omega_n$.

## The identity that replaces the commutator

The claim is
$$(A-B)d=-g. \tag{4}$$

In the difference $A-B$ the Coulomb integrals $(ia|jb)$ cancel:
$$[(A-B)d]_{ia}=(\varepsilon_a-\varepsilon_i)x_{ai}+\sum_{jb}\left[(ib|ja)-(ij|ab)\right]x_{bj}.$$
The sum over $b$ covers virtual orbitals. Extending it to occupied orbitals $k$ adds
$$\sum_{jk}\left[(ik|ja)-(ij|ak)\right]x_{kj}.$$
Exchange the names $j$ and $k$ in the second term. Because $x_{jk}=x_{kj}$, it becomes $-(ik|aj)x_{kj}$ and cancels the first. The extension is free.

The sum now runs over all orbitals $q$, and completeness gives $\sum_q\phi_q x_{qj}=x\phi_j$. The two exchange terms become
$$\sum_j\iint\frac{\phi_i(1)x_1\phi_j(1)\,\phi_j(2)\phi_a(2)}{r_{12}}=\langle a|Kx|i\rangle,$$
$$-\sum_j\iint\frac{\phi_i(1)\phi_j(1)\,\phi_a(2)x_2\phi_j(2)}{r_{12}}=-\langle a|xK|i\rangle.$$
Together they are $[K,x]_{ai}$. The orbital equation gives $(\varepsilon_a-\varepsilon_i)x_{ai}=[F,x]_{ai}$. Hence
$$[(A-B)d]_{ia}=[F+K,x]_{ai}=[h+J,x]_{ai}=-\langle a|\partial_x|i\rangle,$$
since $v$ and $J$ are local and commute with $x$. This proves (4). The coupling supplies the commutator that the nonlocal part of $F$ had spoiled.

**Equivalence for each state.** Project (4) on $L_n$. By (2), $L_n^T(A-B)=\omega_nR_n^T$, so
$$\omega_nR_n\cdot d=-L_n\cdot g. \tag{5}$$
Squaring gives $f_n^{\rm len}=f_n^{\rm vel}$. In terms of (1), the same identity says $d\langle Q\rangle/dt=2d^T(A-B)v=-2g\cdot v=\langle -iD\rangle$: the mean position moves with the mean momentum.

**Sum rule.** From (3) and (4),
$$\sum_nf_n=2d^TR\Omega R^Td=2d^T(A-B)d=-2d\cdot g.$$
It remains to evaluate the last product. Completeness over virtual orbitals gives
$$-2d\cdot g=-2\sum_i\langle i|x\partial_x|i\rangle+2\sum_{ij}x_{ij}\langle j|\partial_x|i\rangle .$$
The double sum vanishes, being the contraction of a symmetric with an antisymmetric matrix. For each normalized bound orbital,
$$\langle i|x\partial_x|i\rangle=\tfrac12\int x\,\partial_x\phi_i^2=-\tfrac12 .$$
Therefore
$$-2d\cdot g=N,\qquad \sum_nf_n=N. \tag{6}$$

## A uniform boost explains the result

Multiply every occupied orbital by $e^{i\lambda x}$. The result is still a determinant, now with momentum $\lambda$ per electron. The density is unchanged. In the exchange energy the phases $e^{i\lambda(x_1-x_2)}$ and $e^{i\lambda(x_2-x_1)}$ cancel. The kinetic energy of each real orbital rises by $\lambda^2/2$, so
$$E(\lambda)=E_0+\tfrac12N\lambda^2 .$$
To first order the boost has $c=i\lambda d$; second-order corrections to $c$ do not matter at order $\lambda^2$, because the energy is stationary. Inserting this in the quadratic energy gives $\lambda^2d^T(A-B)d$. Thus $2d^T(A-B)d=N$ again, without orbital commutators.

The sign of $B$ matters. A real displacement $c=\lambda d$ costs $\lambda^2d^T(A+B)d$. TDA assigns $\lambda^2d^TAd$ to both motions and so cannot in general give the boost its correct inertia.

## Uncoupled Hartree-Fock

Now drop all coupling. The excitation energies are $\varepsilon_a-\varepsilon_i$, assumed positive, and each excitation has moments $x_{ai}$ and $g_{ia}$. The orbital equation gives
$$(\varepsilon_a-\varepsilon_i)x_{ai}=-g_{ia}-[K,x]_{ai}. \tag{7}$$
The last term is the mismatch between length and velocity. The length sum follows from (6) and (7):
$$S_{\rm unc}=2\sum_{ia}(\varepsilon_a-\varepsilon_i)x_{ai}^2=N-2\sum_{ia}x_{ia}[K,x]_{ai}.$$
Let $C=[K,x]$, a real antisymmetric operator. Occupied-occupied terms may be added, since $\sum_{ij}x_{ij}C_{ji}=0$. Closure then gives $\sum_i\langle i|xC|i\rangle$. A real diagonal element equals that of the transposed operator, and $(xC)^T=-Cx$, so this is $\tfrac12\sum_i\langle i|[x,C]|i\rangle$. The kernels are
$$C(1,2)=(x_2-x_1)K(1,2),\qquad [x,C](1,2)=-(x_1-x_2)^2K(1,2).$$
With the density matrix $\gamma_\sigma(1,2)=\sum_{i\in\sigma}\phi_i(1)\phi_i(2)$ for spin $\sigma$, the result is
$$S_{\rm unc}=N+\sum_\sigma\iint\frac{(x_1-x_2)^2\,\gamma_\sigma(1,2)^2}{r_{12}}. \tag{8}$$

The integrand is nonnegative and does not vanish everywhere, so the sum exceeds $N$ for every such system, even with one electron. If the mismatch in (7) were zero throughout, $S_{\rm unc}$ would be $N$; the length and velocity amplitudes must therefore disagree for at least one excitation.

**One electron.** For hydrogen, $\gamma(1,2)^2=\phi^2(1)\phi^2(2)$, and spherical symmetry replaces $(x_1-x_2)^2$ by $r_{12}^2/3$. The excess is $\langle r_{12}\rangle/3$ for two independent points, each with radial density $4r^2e^{-2r}$. The angular average of $r_{12}$ is $r_>+r_<^2/(3r_>)$. Call the smaller radius $s$. Integration over the larger one gives
$$\int_s^\infty4r^2e^{-2r}\left(r+\frac{s^2}{3r}\right)dr=e^{-2s}\left(\tfrac83s^3+\tfrac{10}3s^2+3s+\tfrac32\right).$$
Multiplying by $2\cdot4s^2e^{-2s}$, where the 2 counts both orderings, and integrating over $s$ gives $\langle r_{12}\rangle=35/16$. Hence $S_{\rm unc}=1+35/48\approx1.7292$, as the numerical calculation finds. Self-interaction cancels for the occupied orbital, but not for the virtual orbitals of this $F$.

**A local potential.** If $F$ is replaced by a Hamiltonian $h+w(\mathbf r)$ with local $w$, its orbitals obey (7) without the $K$ term, and the uncoupled sum is $N$. Helium gives a sharp test. Its occupied orbital satisfies $K\phi=J_\phi\phi$, where $J_\phi$ is the potential of one electron in $\phi$, so it is also an eigenfunction of the local operator $h+J_\phi$. Taking the virtual orbitals from that operator changes the sum from 2.9081 to 2.0000, with the same occupied orbital. The excess comes from nonlocality.

## Tamm-Dancoff approximation

TDA keeps $A$ and drops $B$: $AX_n=\omega_nX_n$, with orthonormal $X_n$ and $R_n=L_n=X_n$. Since $A$ is half the sum of $A+B$ and $A-B$, it is positive definite. Using (4),
$$\omega_nX_n\cdot d=X_n^T(A-B)d+X_n^TBd=-X_n\cdot g+X_n^TBd, \tag{9}$$
$$S_{\rm TDA}=2d^TAd=N+2d^TBd. \tag{10}$$
If $Bd\ne0$, completeness of the $X_n$ makes the last term of (9) nonzero for some state, and its two amplitudes disagree. If $d^TBd\neq0$, the sum rule fails as well.

For one electron, $i=j$ and $B=(ia|ib)-(ib|ia)=0$. TDA then coincides with TDHF and satisfies both requirements.

For atoms with occupied $s$ orbitals alone, and the same orbitals in every filled spin channel, the excess cannot be negative. There $x_{ij}=0$, so $\sum_a\phi_ax_{ai}=x\phi_i$. Let $m$ equally filled spin channels each have density $\rho$ and density matrix $\gamma$. Coulomb terms pair all channels ($m^2$), exchange terms pair equal spins ($m$):
$$2d^TBd=2m\iint\frac{x_1x_2}{r_{12}}\left[m\rho(1)\rho(2)-\gamma(1,2)^2\right]. \tag{11}$$
The bracket depends on the two radii alone. At fixed angle $\theta$ between the position vectors, $x_1x_2$ averages to $r_1r_2\cos\theta/3$. In the multipole expansion of $1/r_{12}$ the term $\cos\theta\,r_</r_>^2$ survives, and $\cos^2\theta$ averages to $1/3$. The averaged kernel is $r_<^2/(9r_>)$, which is positive. The Cauchy-Schwarz inequality gives $\gamma(1,2)^2\le\rho(1)\rho(2)$. For closed shells, $m=2$, the bracket is at least $\rho(1)\rho(2)$, so TDA strictly overshoots. For other systems (10) holds, but no sign of $d^TBd$ has been shown here.

## The mixed sum and a bound

Define a mixed strength $f_n^{\rm mix}=-2(R_n\cdot d)(L_n\cdot g)$. In all three methods $\sum_nR_nL_n^T=1$, so by (6)
$$\sum_nf_n^{\rm mix}=-2d\cdot g=N .$$
A correct mixed sum therefore says nothing about the coupling.

It does constrain the other two sums. Since $|f_n^{\rm mix}|=\sqrt{f_n^{\rm len}f_n^{\rm vel}}$ for positive $\omega_n$, the Cauchy-Schwarz inequality gives
$$S_{\rm len}S_{\rm vel}\ge N^2. \tag{12}$$
The two sums cannot both lie below $N$.

## Beryllium in numbers

The example is restricted Hartree-Fock for beryllium, with 20 $s$ and 20 $p$ Gaussian exponents. For singlet excitations the two spin components combine with a factor $\sqrt2$ in each moment; the sums keep the meaning above. The complete printed values are in the numerical output.

| Method | Length sum | Velocity sum | Mixed sum |
|---|---:|---:|---:|
| TDHF | 4.0000 | 4.0000 | 4.0000 |
| TDA | 4.8689 | 3.4206 | 4.0000 |
| Uncoupled | 6.9020 | 2.6565 | 4.0000 |

The uncoupled excess is $6.9020-4=2.9020$, or 73% of $N$. Radial quadrature of (8) gives the same value. For TDA the excess is 0.8689, or 22% of $N$, in agreement with quadrature of (11).

Finite rotations of the determinant give a third view. The second derivative of the energy is 4.0000 for the boost, which is $2d^T(A-B)d$, and 5.7377 for the real rotation, which is $2d^T(A+B)d$. Half their difference is $2d^TBd$:
$$\tfrac12(5.7377-4.0000)\approx0.869 .$$
This is the TDA excess.

The products in (12) are $4.8689\times3.4206\approx16.65$ for TDA and $6.9020\times2.6565\approx18.34$ for uncoupled Hartree-Fock. Both exceed $N^2=16$.

The lowest dipole excitation shows the effect on one line. TDHF places it at 0.17634 hartree, with strength 1.3784 in both forms. TDA places it at 0.18551 hartree, 5% higher, with strengths 1.8934 and 0.8663. These lie 37% above and 37% below the TDHF value. A modest energy shift accompanies a factor of more than two between the forms. These line values belong to the 20-exponent basis, whose exponents run from 0.02 to 6000. In a wider basis (30 exponents from 0.005 to $5\times10^4$) the TDHF strength falls by 0.0007 to 1.3777, the TDA strengths fall by 0.0024 and 0.0010 to 1.8910 and 0.8653, and the energies move by less than $2\times10^{-5}$ hartree. The sums in the table move by about $10^{-5}$ at most.

The basis was chosen with the proof in mind. Because $s$ and $p$ functions share exponents, $x\phi_i$ and $\partial_x\phi_i$ lie in the $p$ space, and the mixed sum is already correct there. What remains is the residual $r_i=(F-\varepsilon_i)\phi_i$ of the approximate occupied orbital. Repeating the proof of (4) with it gives
$$[(A-B)d+g]_{ia}=\langle a|x|r_i\rangle .$$
With 8, 12 and 20 exponents the TDHF length sum exceeds 4 by 0.25, 0.007 and $8\times10^{-7}$. The largest length-velocity difference of any TDHF state in the largest basis is $8\times10^{-5}$. Most states above the 2s threshold of 0.309 hartree are discrete stand-ins for the continuum, and their individual strengths depend on the basis. Excitations of the 1s electrons also lie above this threshold; they can appear as resonances whose position hardly changes with the basis.

## Where the TDHF result stops

The proof needs a local external potential. A nonlocal pseudopotential $v_{\rm nl}$ leaves $[v_{\rm nl},x]$ in (4), so the velocity operator must be changed and the sum is in general no longer $N$. A truncated basis generally breaks the closure steps; where they survive, as in the beryllium basis above, the residual $r_i$ still spoils (4). If $A-B$ or $A+B$ is not positive definite in the dipole block, the normal-mode construction used here is not available, although the boost identity still holds.

Nor does a correct sum certify a spectrum. Equation (6) fixes one energy-weighted total and (5) ties two forms of each strength together. Both hold within mean-field response, which omits electron correlation beyond TDHF. In beryllium the agreement of 1.3784 with itself shows consistency; it does not measure the distance from the true strength.

## Table of computed values

```
Gaussian exponents, smallest and largest (bohr^-2): 0.02 6000.0
Exponents per angular momentum, main basis: 20
Be HF energy (hartree): -14.57295
Be 1s, 2s orbital energies (hartree): -4.73264 -0.30927
Be electron number N: 4
Be strength sums (dimensionless): length, velocity, mixed
  TDHF: 4.0000 4.0000 4.0000
  TDA: 4.8689 3.4206 4.0000
  uncoupled: 6.9020 2.6565 4.0000
Be lowest dipole state: energy (hartree), f length, f velocity
  TDHF: 0.17634 1.3784 1.3784
  TDA: 0.18551 1.8934 0.8663
Be largest |f length - f velocity| over all states
  TDHF: 8.3e-05
  TDA: 1.0270
  uncoupled: 1.6063
Be uncoupled excess by quadrature: 2.9020
Be TDA excess by quadrature: 0.8689
Be energy curvature, boost rotation (a.u.): 4.0000
Be energy curvature, real rotation (a.u.): 5.7377
Be TDHF length sum minus N, by exponents per angular momentum
  8: 2.5e-01
  12: 7.0e-03
  20: 8.0e-07
He length sums: TDHF 2.0000, TDA 2.1727, uncoupled 2.9081
H length sums: TDHF 1.0000, TDA 1.0000, uncoupled 1.7292
He uncoupled sum with local potential: 2.0000
H uncoupled closed form 1 + 35/48: 1.7292
```
